# Dopant segregation by finite-rate exchange between surface and subsurface layers: test program

```python
"""Dopant segregation by finite-rate exchange of surface and subsurface layers.

Result under test: the steady ratio of surface to frozen dopant fraction is
    r = (K + E)/(1 + K E),   K = up/down,   E = exp(-(up + down) tau).
up, down : exchange rates subsurface->surface and surface->subsurface (1/s)
tau      : time to grow one layer (s); growth rate = 1/tau (layers/s)
dose     : dopant site fraction brought by each new layer
K        : equilibrium ratio exp(delta/kT), delta = segregation energy (eV)
The formula is compared with explicit layer-by-layer growth, random
single-atom histories and the nonlinear exchange equation.
"""
import math
import random
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

KB = boltzmann / charge          # eV/K
DELTA, BARRIER, PREFACTOR = 0.30, 2.0, 1.0e13
TEMPERATURE, DOSE = 800.0, 1.0e-4


def rates(temperature, delta=DELTA):
    up = PREFACTOR * math.exp(-BARRIER / (KB * temperature))
    return up, up * math.exp(-delta / (KB * temperature))


def ratio_formula(up, down, tau):
    K, E = up / down, math.exp(-(up + down) * tau)
    return (K + E) / (1 + K * E)


def propagator(up, down, tau):
    """Matrix exponential of the exchange; order: surface, subsurface."""
    return expm(tau * np.array([[-down, up], [down, -up]]))


def grow(doses, up, down, tau):
    """Grow layer by layer; return surface and frozen fractions."""
    P = propagator(up, down, tau)
    surface, surfaces, frozen = 0.0, [], []
    for dose in doses:
        surface, buried = P @ np.array([dose, surface])
        surfaces.append(surface)
        frozen.append(buried)
    return np.array(surfaces), np.array(frozen)


N_ON = 4000
N_OFF = 4000


def grown_ratio(up, down, tau):
    surfaces, frozen = grow([DOSE] * N_ON, up, down, tau)
    return surfaces[-1] / frozen[-1]


up, down = rates(TEMPERATURE)
kappa, K = up + down, up / down
log_K = math.log(K)

print(f"segregation energy {DELTA:.2f} eV, barrier {BARRIER:.2f} eV")
print(f"prefactor {PREFACTOR:.1e} 1/s, temperature {TEMPERATURE:.0f} K")
print(f"thermal energy kT = {KB*TEMPERATURE:.5f} eV, dose = {DOSE:.1e}")
print(f"rate up = {up:.4f} 1/s, rate down = {down:.5f} 1/s")
print(f"kappa = {kappa:.4f} 1/s, K = {K:.3f}, ln K = {log_K:.4f}")

# Steady state and transients from explicit growth, slow to fast.
print("growth rate (layers/s), kappa*tau, r, r/K, decay length (layers)")
previous = math.inf
for growth_rate in (0.02, 0.1, 0.3, 1.0, 3.0, 10.0, 100.0):
    tau = 1 / growth_rate
    r = ratio_formula(up, down, tau)
    E = math.exp(-kappa * tau)
    q_up, q_down = up / kappa * (1 - E), down / kappa * (1 - E)
    surfaces, frozen = grow([DOSE] * N_ON + [0.0] * N_OFF, up, down, tau)
    steady = surfaces[N_ON - 1]
    measured = steady / frozen[N_ON - 1]
    assert abs(frozen[N_ON - 1] / DOSE - 1) < 1e-9
    assert abs(measured / r - 1) < 1e-9
    assert measured < previous
    previous = measured
    n = np.arange(N_ON)
    opening = DOSE * (1 - (1 - q_down) * q_up ** n)
    assert np.max(np.abs(frozen[:N_ON] - opening)) < 1e-9 * DOSE
    tail = frozen[N_ON:]
    assert np.allclose(tail[:5], steady * (1 - q_up) * q_up ** n[:5],
                       rtol=1e-8, atol=0)
    assert abs(tail.sum() / steady - 1) < 1e-9
    length = -1 / math.log(q_up)
    print(f"  {growth_rate:7.2f} {kappa*tau:10.4f} {r:9.4f}"
          f" {r/K:8.5f} {length:9.4f}")
    if growth_rate == 1.0:
        detail = (E, q_up, q_down, r, steady, tail[0])

E1, qu1, qd1, r1, S1, first_tail = detail
print(f"at 1 layer/s: E = {E1:.5f}, q_up = {qu1:.5f}, q_down = {qd1:.5f}")
print(f"at 1 layer/s: surface fraction = {S1:.4e}")
print(f"at 1 layer/s: first frozen layer after closing = {first_tail:.4e}")

# Hyperbolic-tangent form, also for a dopant that avoids the surface.
for delta in (0.30, 0.05, -0.10):
    a, b = rates(TEMPERATURE, delta)
    for reduced_time in (0.2, 1.0, 4.0):
        measured = grown_ratio(a, b, reduced_time / (a + b))
        product = (math.tanh(delta / (2 * KB * TEMPERATURE))
                   * math.tanh(reduced_time / 2))
        assert abs(math.log(measured) - 2 * math.atanh(product)) < 1e-8

# Leading deviations from the two limits, and the crossover.
tau_slow = (log_K + math.log(1000)) / kappa
deviation = 1 - grown_ratio(up, down, tau_slow) / K
slow_check = deviation / ((K - 1 / K) * math.exp(-kappa * tau_slow))
assert abs(slow_check - 1) < 2e-3      # next order is K*E = 1e-3
tau_fast = 1e-3 / kappa
fast_check = (grown_ratio(up, down, tau_fast) - 1) / ((up - down) * tau_fast)
assert abs(fast_check - 1) < 1e-3      # next order is about kappa*tau/2
crossover = kappa / log_K
r_cross = grown_ratio(up, down, 1 / crossover)
assert abs(r_cross / ((K + 1 / K) / 2) - 1) < 1e-9
r_unit = grown_ratio(up, down, 1 / kappa)
assert abs(r_unit / math.e - 1) < 1 / (1 + K / math.e)
print(f"slow-limit deviation / leading term = {slow_check:.5f}")
print(f"fast-limit deviation / leading term = {fast_check:.5f}")
print(f"crossover growth rate = {crossover:.4f} layers/s, r = {r_cross:.3f}")
print(f"at kappa*tau = 1: r = {r_unit:.4f}, exp(1) = {math.e:.4f}")

# Random histories: completions at which an atom is in the surface layer.
random.seed(7)
counts = []
for atom in range(20000):
    completions, on_surface = 0, True
    while True:
        clock = random.expovariate(down if on_surface else up)
        while clock < 1.0:             # one layer takes 1 s here
            on_surface = not on_surface
            clock += random.expovariate(down if on_surface else up)
        if not on_surface:
            break
        completions += 1
        on_surface = False             # covered by the next layer
    counts.append(completions)
mean = np.mean(counts)
error = np.std(counts, ddof=1) / math.sqrt(len(counts))
assert abs(mean - r1) < 5 * error
print(f"random histories at 1 layer/s: mean = {mean:.3f}"
      f" +- {error:.3f}, formula r = {r1:.3f}")


# Temperature of strongest segregation at fixed growth rate.
def ratio_from_matrix(temperature, tau):
    P = propagator(*rates(temperature), tau)
    return P[0, 0] / (1 - P[0, 1])


def stationarity(temperature, tau):
    a, b = rates(temperature)
    z = (a + b) * tau
    z_over_sinh = 2 * z * math.exp(-z) / (-math.expm1(-2 * z))
    return (DELTA / math.sinh(DELTA / (KB * temperature))
            - z_over_sinh * (BARRIER + DELTA / (1 + a / b)))


print("growth rate (layers/s), peak temperature (K), kappa*tau, K, r")
for growth_rate in (0.1, 1.0, 10.0):
    tau = 1 / growth_rate
    peak = brentq(stationarity, 650, 950, args=(tau,))
    search = minimize_scalar(lambda T: -ratio_from_matrix(T, tau),
                             bounds=(650, 950), method="bounded",
                             options={"xatol": 1e-5})
    assert abs(search.x - peak) < 0.05
    scan = [ratio_from_matrix(T, tau) for T in np.arange(550, 1101, 5.0)]
    signs = np.sign(np.diff(scan))
    assert signs[0] > 0 and signs[-1] < 0
    assert np.count_nonzero(np.diff(signs)) == 1
    a, b = rates(peak)
    print(f"  {growth_rate:5.1f} {peak:9.2f} {(a+b)*tau:8.4f}"
          f" {a/b:8.3f} {-search.fun:8.3f}")


# Site exclusion: steady surface fraction from the nonlinear equation.
def nonlinear_surface(dose, tau):
    def mismatch(surface):
        total = dose + surface

        def change(t, y):
            x = total - y
            return up * x * (1 - y) - down * y * (1 - x)
        run = solve_ivp(change, (0, tau), [dose], method="LSODA",
                        rtol=1e-10, atol=1e-15)
        assert run.success
        return run.y[0, -1] - surface
    return brentq(mismatch, dose, 1.0, xtol=1e-14, rtol=1e-11)


dilute_test = nonlinear_surface(1e-6, 1.0) / 1e-6
assert abs(dilute_test / r1 - 1) < 1e-3   # coverage is about 1e-5
print("dose, growth rate (layers/s), surface fraction: full, dilute")
for dose in (1e-4, 1e-2):
    for growth_rate in (0.02, 1.0):
        full = nonlinear_surface(dose, 1 / growth_rate)
        dilute = dose * ratio_formula(up, down, 1 / growth_rate)
        if growth_rate == 0.02:
            odds_ratio = full / (1 - full) * (1 - dose) / dose
            assert abs(odds_ratio / K - 1) < 1e-5
        print(f"  {dose:.0e} {growth_rate:5.2f} {full:.5e} {dilute:.5e}")

print("tests ok")
```

Running it gives:

```
segregation energy 0.30 eV, barrier 2.00 eV
prefactor 1.0e+13 1/s, temperature 800 K
thermal energy kT = 0.06894 eV, dose = 1.0e-04
rate up = 2.5151 1/s, rate down = 0.03241 1/s
kappa = 2.5475 1/s, K = 77.610, ln K = 4.3517
growth rate (layers/s), kappa*tau, r, r/K, decay length (layers)
     0.02   127.3751   77.6098  1.00000   78.1088
     0.10    25.4750   77.6098  1.00000   78.1088
     0.30     8.4917   76.3936  0.98433   76.8767
     1.00     2.5475   10.9806  0.14148   10.6030
     3.00     0.8492    2.2819  0.02940    1.7513
    10.00     0.2548    1.2817  0.01651    0.6645
   100.00     0.0255    1.0251  0.01321    0.2706
at 1 layer/s: E = 0.07828, q_up = 0.91000, q_down = 0.01173
at 1 layer/s: surface fraction = 1.0981e-03
at 1 layer/s: first frozen layer after closing = 9.8827e-05
slow-limit deviation / leading term = 0.99900
fast-limit deviation / leading term = 1.00049
crossover growth rate = 0.5854 layers/s, r = 38.811
at kappa*tau = 1: r = 2.6387, exp(1) = 2.7183
random histories at 1 layer/s: mean = 10.932 +- 0.075, formula r = 10.981
growth rate (layers/s), peak temperature (K), kappa*tau, K, r
    0.1    771.07   8.5608   91.376   89.805
    1.0    833.44   8.1777   65.177   64.006
   10.0    906.64   7.7929   46.519   45.643
dose, growth rate (layers/s), surface fraction: full, dilute
  1e-04  0.02 7.70198e-03 7.76098e-03
  1e-04  1.00 1.09607e-03 1.09806e-03
  1e-02  0.02 4.39442e-01 7.76098e-01
  1e-02  1.00 9.39153e-02 1.09806e-01
tests ok
```
